# Carnot Work from a Single-Temperature Black Emitter Facing Cold Space: a program that tests the result

```python
"""
Result under test: an engine takes heat from surroundings at temperature T0 and
rejects it to a black emitter at one temperature T facing empty, cold space.
Its largest work output per emitter area is (27/256) sigma T0^4, at T = 3 T0/4.
Symbols: theta = k_B T (energy), t = T/T0, J0 = sigma T0^4, u = omega/theta0.
Atomic units are used inside; printed fluxes are in eV/(s angstrom^2).
Wider limits (separate colours, second law alone) are computed for comparison.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gammaln, lambertw

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
time_unit = const.physical_constants["atomic unit of time"][0]
light_speed = 1.0 / const.fine_structure
flux_to_ev = hartree_ev / (bohr_angstrom**2 * time_unit)
ev_flux_to_watt = const.e * 1e20

T0_kelvin = 300.0
theta0_ev = const.k * T0_kelvin / const.e
theta0 = theta0_ev / hartree_ev

# Projected solid angle of the hemisphere, by quadrature.
solid_angle = quad(lambda a: 2*np.pi*np.cos(a)*np.sin(a), 0, np.pi/2)[0]
mode_factor = solid_angle / (4*np.pi**3 * light_speed**2)


def energy_flux(theta, low=0.0, high=np.inf):
    """Black emission between two frequencies, from the photon occupation."""
    top = min(high, 50*theta)
    value = quad(lambda w: w**3/np.expm1(w/theta), low, top,
                 epsabs=0, epsrel=1e-10, limit=200)[0]
    return mode_factor * value


def mode_entropy(n):
    return (1 + n)*np.log1p(n) - n*np.log(n)


def entropy_flux(theta):
    value = quad(lambda w: w**2*mode_entropy(1/np.expm1(w/theta)),
                 0, 50*theta, epsabs=0, epsrel=1e-9, limit=200)[0]
    return mode_factor * value


def carnot_work_per_rejected_heat(t):
    """Ideal monatomic gas cycle between 1 and t: integrate p dV on 4 strokes."""
    v1, v2 = 1.0, 2.0
    stretch = t**(-1.5)
    v3, v4 = v2*stretch, v1*stretch
    hot = quad(lambda v: 1/v, v1, v2)[0]
    expand = quad(lambda v: (1/v2)*(v2/v)**(5/3), v2, v3)[0]
    cold = quad(lambda v: t/v, v3, v4)[0]
    compress = quad(lambda v: (t/v4)*(v4/v)**(5/3), v4, v1)[0]
    return (hot + expand + cold + compress)/(-cold)


def maximise(function, low, high):
    found = minimize_scalar(lambda x: -function(x), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, -found.fun


# Black-body flux: quadrature, closed form and the SI constant.
J0 = energy_flux(theta0)
J0_ev = J0 * flux_to_ev
assert abs(J0/(np.pi**2*theta0**4/(60*light_speed**2)) - 1) < 1e-8
J0_si = const.Stefan_Boltzmann * T0_kelvin**4
assert abs(J0_ev*ev_flux_to_watt/J0_si - 1) < 1e-7


def engine_power(t, background=0.0):
    """Power in units of J0 from the gas cycle and photon quadrature."""
    net = energy_flux(t*theta0) - background
    return net/J0 * carnot_work_per_rejected_heat(t)


# Single emitter temperature: numerical optimum against the bound.
t_best, power_best = maximise(engine_power, 0.3, 0.999)
assert abs(t_best - 3/4) < 1e-5
assert abs(power_best - 27/256) < 1e-8
rejected = energy_flux(t_best*theta0)/J0
drawn = rejected + power_best
assert abs(rejected - 81/256) < 1e-5
assert abs(drawn - 27/64) < 1e-5
assert abs(power_best/drawn - 1/4) < 1e-5

# A warm background, large enough for its effect to be resolved.
s_test = 0.2
back = energy_flux(s_test*theta0)
t_back, power_back = maximise(lambda t: engine_power(t, back), 0.3, 0.999)
assert power_back < power_best
assert abs(power_back - (27/256 - s_test**4/3)) < s_test**8
assert abs((t_back - 3/4)/(64*s_test**4/81) - 1) < 0.02

# Entropy carried by the radiation and work lost in emission.
theta_best = t_best*theta0
entropy_ratio = entropy_flux(theta_best)*theta_best/energy_flux(theta_best)
assert abs(entropy_ratio - 4/3) < 1e-7
created = entropy_flux(theta_best) - energy_flux(theta_best)/theta_best
lost_work = theta0*created/J0
assert abs(lost_work - 9/64) < 1e-5

# Mode-by-mode maxima on a frequency grid, found by direct search.
nodes, weights = np.polynomial.legendre.leggauss(100)
u_grid = 20*(nodes + 1)
u_weights = 20*weights
norm = mode_factor*theta0**4/J0
ceiling_modes = []
colour_modes = []
for u in u_grid:
    # Free choice of the occupation number of the outgoing mode.
    log_n, gain = maximise(
        lambda x: mode_entropy(np.exp(x)) - u*np.exp(x),
        -u - 3, -np.log(u) + 3)
    ceiling_modes.append(u**2*gain)
    if 0.5 < u < 5:
        assert abs(np.exp(log_n)*np.expm1(u) - 1) < 1e-5

    # Free choice of emitter temperature for this colour, t = u/(u+d).
    def colour_power(d):
        t = u/(u + d)
        return u**3/np.expm1(u/t)*(1/t - 1)
    d_best, gain = maximise(colour_power, 1e-9, 5.0)
    colour_modes.append(gain)
    if 0.5 < u < 5:
        z = 1 + u + lambertw(-np.exp(-1 - u)).real
        assert abs(u + d_best - z) < 1e-5

ceiling = norm*np.dot(u_weights, ceiling_modes)
colour_limit = norm*np.dot(u_weights, colour_modes)
assert abs(ceiling - 1/3) < 1e-5
n = np.arange(1, 3001, dtype=float)
series = np.sum(np.exp((n - 4)*np.log(n) - n - gammaln(n + 1)))
colour_series = 30/np.pi**4*series
assert abs(colour_limit - colour_series) < 1e-6

# Two frequency bands, each with its own emitter temperature.
cut = 3.0


def band_power(t, low, high):
    return energy_flux(t*theta0, low, high)/J0*(1/t - 1)


t_low, p_low = maximise(
    lambda t: band_power(t, 0.0, cut*theta0), 0.3, 0.999)
t_high, p_high = maximise(
    lambda t: band_power(t, cut*theta0, np.inf), 0.3, 0.999)
assert max(p_low, p_high) < 27/256
assert 27/256 < p_low + p_high < colour_limit

flux = "eV/(s angstrom^2)"
print(f"Surroundings temperature T0 (input): {T0_kelvin:.0f} K")
print(f"Thermal energy theta0: {theta0_ev:.6f} eV")
print(f"Black-body flux J0 at T0: {J0_ev:.4f} {flux}")
print("Engine power at chosen emitter temperatures:")
for t in (0.5, 0.6, 0.7, 0.75, 0.8, 0.9):
    print(f"  T/T0 = {t:.2f}: {engine_power(t)*J0_ev:.4f} {flux}")
print(f"Best T/T0, numerical: {t_best:.5f} (dimensionless)")
print(f"Best emitter thermal energy: {t_best*theta0_ev:.6f} eV")
print(f"Best emitter temperature: {t_best*T0_kelvin:.2f} K")
print(f"Largest power/J0, numerical: {power_best:.7f} (dimensionless)")
print(f"27/256: {27/256:.7f} (dimensionless)")
print(f"Largest power: {power_best*J0_ev:.4f} {flux}")
print(f"Largest power: {power_best*J0_ev*ev_flux_to_watt:.2f} W/m^2")
print(f"Heat drawn at optimum: {drawn*J0_ev:.4f} {flux}")
print(f"Heat rejected at optimum: {rejected*J0_ev:.4f} {flux}")
print(f"Efficiency at optimum: {power_best/drawn:.5f} (dimensionless)")
print(f"Entropy flux times theta/J: {entropy_ratio:.6f} (dimensionless)")
print(f"Work lost in emission: {lost_work*J0_ev:.4f} {flux}")
print(f"Test background Ts/T0: {s_test:.2f} (dimensionless)")
print(f"  largest power/J0: {power_back:.7f} (dimensionless)")
print(f"  best T/T0: {t_back:.5f} (dimensionless)")
background_kelvin = 3.0
s_sky = background_kelvin/T0_kelvin
reduction = (s_sky**4/3)/(27/256)
print(f"Cold background (input): {background_kelvin:.0f} K")
print(f"  relative power reduction: {reduction:.2e} (dimensionless)")
print(f"Band division energy: {cut*theta0_ev:.5f} eV")
print(f"  low band, best T/T0: {t_low:.4f} (dimensionless)")
print(f"  low band power: {p_low*J0_ev:.4f} {flux}")
print(f"  high band, best T/T0: {t_high:.4f} (dimensionless)")
print(f"  high band power: {p_high*J0_ev:.4f} {flux}")
print(f"  two-band total: {(p_low+p_high)*J0_ev:.4f} {flux}")
print(f"All colours separate, power/J0: {colour_limit:.6f} (dimensionless)")
print(f"  same from the series: {colour_series:.6f} (dimensionless)")
print(f"  power: {colour_limit*J0_ev:.4f} {flux}")
print(f"Second-law ceiling/J0: {ceiling:.6f} (dimensionless)")
print(f"  power: {ceiling*J0_ev:.4f} {flux}")
print("finished without a failed check")
```

Running it gives:

```
Surroundings temperature T0 (input): 300 K
Thermal energy theta0: 0.025852 eV
Black-body flux J0 at T0: 28.6673 eV/(s angstrom^2)
Engine power at chosen emitter temperatures:
  T/T0 = 0.50: 1.7917 eV/(s angstrom^2)
  T/T0 = 0.60: 2.4769 eV/(s angstrom^2)
  T/T0 = 0.70: 2.9499 eV/(s angstrom^2)
  T/T0 = 0.75: 3.0235 eV/(s angstrom^2)
  T/T0 = 0.80: 2.9355 eV/(s angstrom^2)
  T/T0 = 0.90: 2.0898 eV/(s angstrom^2)
Best T/T0, numerical: 0.75000 (dimensionless)
Best emitter thermal energy: 0.019389 eV
Best emitter temperature: 225.00 K
Largest power/J0, numerical: 0.1054688 (dimensionless)
27/256: 0.1054688 (dimensionless)
Largest power: 3.0235 eV/(s angstrom^2)
Largest power: 48.44 W/m^2
Heat drawn at optimum: 12.0940 eV/(s angstrom^2)
Heat rejected at optimum: 9.0705 eV/(s angstrom^2)
Efficiency at optimum: 0.25000 (dimensionless)
Entropy flux times theta/J: 1.333333 (dimensionless)
Work lost in emission: 4.0313 eV/(s angstrom^2)
Test background Ts/T0: 0.20 (dimensionless)
  largest power/J0: 0.1049372 (dimensionless)
  best T/T0: 0.75126 (dimensionless)
Cold background (input): 3 K
  relative power reduction: 3.16e-08 (dimensionless)
Band division energy: 0.07756 eV
  low band, best T/T0: 0.6632 (dimensionless)
  low band power: 1.9326 eV/(s angstrom^2)
  high band, best T/T0: 0.8201 (dimensionless)
  high band power: 1.3329 eV/(s angstrom^2)
  two-band total: 3.2655 eV/(s angstrom^2)
All colours separate, power/J0: 0.119770 (dimensionless)
  same from the series: 0.119770 (dimensionless)
  power: 3.4335 eV/(s angstrom^2)
Second-law ceiling/J0: 0.333333 (dimensionless)
  power: 9.5558 eV/(s angstrom^2)
finished without a failed check
```
